# Why p1/2–p1/2 bonds are weak: dilution, pi opposition and promotion

## The decision: when a low-order spin-orbit correction fails

A molecule held together by p electrons of heavy atoms needs spin-orbit coupling. One may keep scalar orbitals and add the coupling as a low-order perturbation, or let the coupling reshape the orbitals, either by diagonalizing it among the scalar orbitals or by including it from the start, as a four-component calculation does. The choice depends on whether the bonding orbital changes its character when the coupling is switched on. In the two-centre model below it does: in the limit of strong coupling, with overlap neglected and the π coupling less than half the σ coupling in size, a pure σ bond turns into a spinor that is one third σ bonding and two thirds π antibonding. With the parameters used here, first-order correction of the scalar orbitals predicts no bond at a spin-orbit strength where the full solution still binds by 1.2 eV. That strength is an atomic splitting of 3 eV, about three times the 0.97 eV of the thallium 6p shell. At the thallium value the model gives 2.14 eV in full, 1.91 eV at first order and 2.12 eV at second order.

Three contributions are separated: dilution of the σ bond, opposition by the π part, and the cost of mixing in p3/2 to repair the bond.

## The model and its signs

Two equal atoms A and B lie on the z axis, each with one valence p shell and one p electron. The orbitals on different atoms are taken as orthogonal, and p1/2 and p3/2 share one radial function. The effective one-electron operator $h$ couples parallel orbitals through

$$V_\sigma=\langle p_{z,A}|h|p_{z,B}\rangle>0,\qquad V_\pi=\langle p_{x,A}|h|p_{x,B}\rangle<0 .$$

The signs follow from the axes. Two parallel $p_z$ orbitals turn lobes of opposite sign towards each other, so their overlap is negative at bonding distances, and an attractive $h$ makes the coupling positive. The σ bonding combination is therefore the difference $p_{z,A}-p_{z,B}$. Parallel $p_x$ orbitals overlap positively, so their sum is bonding and their difference is antibonding. This contrast in sign is why the π part of a p1/2 spinor opposes its σ part.

The atomic spin-orbit term is $\zeta\,\mathbf l\cdot\mathbf s$ with $\zeta\ge 0$. From $\mathbf j=\mathbf l+\mathbf s$,

$$\mathbf l\cdot\mathbf s=\tfrac12\,[\,j(j+1)-l(l+1)-s(s+1)\,].$$

For $l=1$, $s=1/2$ this is $\tfrac12(\tfrac34-2-\tfrac34)=-1$ for $j=1/2$ and $\tfrac12(\tfrac{15}4-2-\tfrac34)=+\tfrac12$ for $j=3/2$. The p1/2 level lies at $-\zeta$, the p3/2 level at $+\zeta/2$, and the splitting is $3\zeta/2$.

The bond energy is defined as

$$D=-2\zeta-2E_{\min},$$

that is, two electrons in separate p1/2 levels minus two electrons in the lowest molecular spinor pair. It measures orbital stabilization at fixed distance. Electron repulsion, core repulsion, the valence s shell and relaxation of the distance are left out, so $D$ is not a dissociation energy. The model also starts from a closed-shell σ bond, which a real dimer of atoms with one p electron need not have: in a scalar description of Tl$_2$, triplet states with occupied π orbitals lie below the closed-shell σ state. The model shows a mechanism and does not describe such a dimer.

## The p1/2 spinor

Let $p_0=p_z$, $p_{+1}=-(p_x+ip_y)/\sqrt2$, and let α and β be spin up and down. For total projection $m=+1/2$ there are two functions, $p_0\alpha$ and $p_{+1}\beta$. We use

$$\mathbf l\cdot\mathbf s=l_zs_z+\tfrac12(l_+s_-+l_-s_+).$$

On $p_0\alpha$ the first term gives zero, and $l_+s_-$ gives $\sqrt2\,p_{+1}\beta$. On $p_{+1}\beta$ the first term gives $-\tfrac12$, and $l_-s_+$ gives $\sqrt2\,p_0\alpha$. The matrix is

$$\mathbf l\cdot\mathbf s=\begin{pmatrix}0&1/\sqrt2\\1/\sqrt2&-1/2\end{pmatrix}.$$

For eigenvalue $-1$ and coefficients $(a,b)$, the first row reads $b/\sqrt2=-a$, so $b=-\sqrt2\,a$. After normalization,

$$\phi=-\sqrt{\tfrac13}\,p_0\alpha+\sqrt{\tfrac23}\,p_{+1}\beta .$$

The spin-orbit term fixes both the ratio of the two parts and their relative phase. A p1/2 electron cannot be placed in $p_z$ alone.

## Contribution one: dilution of the σ bond

Subtract the spinor on B from that on A:

$$\frac{\phi_A-\phi_B}{\sqrt2}=-\sqrt{\tfrac13}\,\frac{p_{0,A}-p_{0,B}}{\sqrt2}\,\alpha+\sqrt{\tfrac23}\,\frac{p_{+1,A}-p_{+1,B}}{\sqrt2}\,\beta .$$

The first part is σ bonding, with weight 1/3. The second is π antibonding, with weight 2/3. The sum $\phi_A+\phi_B$ has the same weights with the roles reversed: 1/3 σ antibonding and 2/3 π bonding.

The spin-free $h$ does not connect α with β, so the coupling energy of the difference is a weighted sum without cross terms. The σ part contributes $-V_\sigma$ and the π part $-V_\pi=+|V_\pi|$:

$$E_{A-B}=-\zeta-t,\qquad t=\tfrac13V_\sigma+\tfrac23V_\pi .$$

If $V_\pi$ were zero, $t$ would be $V_\sigma/3$: two electrons would gain $2V_\sigma/3$ instead of the $2V_\sigma$ of a σ bond. Dilution alone thus removes two thirds of the bond. For $V_\sigma=1.6$ eV it lowers the strong-coupling value from 3.2 to 1.07 eV.

## Contribution two: opposition by the π part

Now let $V_\pi=-0.4$ eV, one quarter of $V_\sigma$ in size. Then

$$t=\frac{1.6-2(0.4)}{3}\ \text{eV}=0.267\ \text{eV},\qquad 2t=0.533\ \text{eV}.$$

The π part removes half of what dilution had left. In units of the σ bond, the factors are 1/3 from dilution and 1/2 from opposition, together 1/6. The π coupling is small, but it enters with twice the weight.

At very strong spin-orbit coupling, and with $V_\sigma$ fixed at 1.6 eV, the ratio of the couplings decides the outcome:

| $\lvert V_\pi\rvert/V_\sigma$ | $D$ / eV | lowest spinor |
|---|---|---|
| 0 | 1.07 | A − B |
| 0.25 | 0.53 | A − B |
| 0.50 | 0.00 | degenerate |
| 0.60 | 0.21 | A + B |

At $|V_\pi|=V_\sigma/2$ the two contributions cancel. Beyond this ratio $t$ is negative and the bond reappears in the sum, as a π bond weakened by σ antibonding. The statement that the p1/2 bond is σ bonding and π antibonding therefore requires $|V_\pi|<V_\sigma/2$.

## Turning the spinor does not help

One might hope that another mixture of the two p1/2 states, $m=\pm1/2$, would point better along the bond. To check this, write the p1/2 pair, up to a phase, with the Pauli matrices $\sigma_i$ and a two-component spin function $\chi$:

$$\phi_\chi=\frac1{\sqrt3}\sum_{i=x,y,z}p_i\,\sigma_i\chi .$$

For $\chi=\alpha$ this gives $(p_z\alpha+p_x\beta+ip_y\beta)/\sqrt3=(p_0\alpha-\sqrt2\,p_{+1}\beta)/\sqrt3$, which is $-\phi$, as required. For a bond along the unit vector $\mathbf n$, the orbital coupling matrix is

$$V_{ij}=V_\pi\delta_{ij}+(V_\sigma-V_\pi)n_in_j .$$

Its element between two p1/2 spinors is

$$\langle\phi_{\chi,A}|h|\phi_{\chi',B}\rangle=\frac13\sum_{ij}V_{ij}\,\chi^\dagger\sigma_i\sigma_j\chi' .$$

Insert $\sigma_i\sigma_j=\delta_{ij}+i\sum_k\epsilon_{ijk}\sigma_k$. The second term is antisymmetric in $i,j$ and vanishes against the symmetric $V_{ij}$. What remains is

$$\frac13\Big(\sum_iV_{ii}\Big)\chi^\dagger\chi'=\frac{V_\sigma+2V_\pi}{3}\,\chi^\dagger\chi'=t\,\chi^\dagger\chi' .$$

For normalized spin functions $|\chi^\dagger\chi'|\le1$, so no choice of p1/2 states exceeds $|t|$. The p1/2 shell sees the average of the coupling over the three orbital directions, one σ and two π. A stronger bond needs states from outside the p1/2 shell.

## What carries over to four components

In a four-component spinor, the large component of a p1/2 electron has the angular form used above. The averaging argument used only that the operator is spin-free and symmetric about the bond. It therefore holds for the large-component overlap and for the matrix elements of a spin-free potential.

It also holds for the overlap of small components built by kinetic balance, $(\boldsymbol\sigma\cdot\mathbf p)\phi/(2c)$, because $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2$:

$$\frac1{4c^2}\langle(\boldsymbol\sigma\cdot\mathbf p)\phi_A|(\boldsymbol\sigma\cdot\mathbf p)\phi_B\rangle=\frac1{4c^2}\langle\phi_A|p^2|\phi_B\rangle .$$

It does not hold in general for the potential acting on the small components, since $(\boldsymbol\sigma\cdot\mathbf p)V(\boldsymbol\sigma\cdot\mathbf p)$ contains spin-orbit coupling. The model keeps the atomic part of that coupling as $\zeta\,\mathbf l\cdot\mathbf s$ and neglects the two-centre part.

Gaussian p shells show the averaging in real integrals. Let both have exponent $a$, let the distance be $R$, and let $u$ be the coordinate along the bond measured from the midpoint. The overlap of the two s-type factors is $e^{-aR^2/2}$. For $p_z$ the polynomial is $(u+R/2)(u-R/2)=u^2-R^2/4$. The mean of $u^2$ over the product Gaussian $e^{-2au^2}$ is $1/(4a)$, and the same number normalizes each p function. Hence

$$S_\sigma=(1-aR^2)e^{-aR^2/2},\qquad S_\pi=e^{-aR^2/2},$$

$$S_{1/2}=\frac{S_\sigma+2S_\pi}3=\Big(1-\frac{aR^2}3\Big)e^{-aR^2/2}.$$

With $a=0.15$ bohr$^{-2}$ and $R=3.0$ angstrom, $S_\sigma=-0.343$ and $S_\pi=0.090$. The p1/2 overlap is $(-0.343+0.180)/3=-0.054$, about 16 % of the σ overlap in size. Spinor integrals generated independently of the averaging formula confirm it for overlap, nuclear attraction and the $p^2$ integral.

These overlaps also show a limit of the quoted weights. When orbitals overlap, the σ part of $\phi_A-\phi_B$ has squared norm proportional to $(1-S_\sigma)/3$, out of a total $1-S_{1/2}$. Here its share is $1.343/(3\times1.054)=0.42$, not 0.33. The numbers 1/3 and 2/3 are the weights within each atomic spinor. They become molecular weights when overlap is neglected.

## Contribution three: repair by p3/2, and its price

At finite $\zeta$ the molecule can recover σ character by mixing p1/2 with p3/2. Take the σ bonding function with spin α and the π antibonding function $p_{+1,A}-p_{+1,B}$ with spin β. Both are even under inversion and have total projection 1/2. The spin-orbit term acts equally on the two atoms, so the atomic matrix found earlier carries over:

$$H_g=\begin{pmatrix}-V_\sigma&\zeta/\sqrt2\\\zeta/\sqrt2&-V_\pi-\zeta/2\end{pmatrix}.$$

Define $\Delta=V_\sigma-V_\pi$. Half the trace is $-(V_\sigma+V_\pi)/2-\zeta/4$. The root of the characteristic equation contains

$$Q=\sqrt{(\Delta-\zeta/2)^2+2\zeta^2}=\sqrt{\Delta^2-\Delta\zeta+\tfrac94\zeta^2},$$

and the lower eigenvalue is

$$E_g=-\frac{V_\sigma+V_\pi}2-\frac\zeta4-\frac Q2 .$$

**Is this the ground level?** States with projection 3/2 are pure π, at $\pm V_\pi+\zeta/2$. They lie above $E_g$ when $|V_\pi|<V_\sigma$, because $E_g$ cannot exceed the diagonal element $-V_\sigma$. The odd states follow by reversing the signs of both couplings, which replaces $Q$ by $Q_u=\sqrt{\Delta^2+\Delta\zeta+\tfrac94\zeta^2}$. Then

$$E_u-E_g=V_\sigma+V_\pi-\tfrac12(Q_u-Q),\qquad Q_u-Q=\frac{2\Delta\zeta}{Q_u+Q}.$$

With $x=1/\zeta$, the ratio $(Q_u+Q)/\zeta$ is an even, convex function of $x$. Its minimum, 3, is at $x=0$. Hence $Q_u-Q<2\Delta/3$ at any finite $\zeta$. The even level is lowest for all $\zeta$ if $\Delta/3<V_\sigma+V_\pi$, which rearranges to $|V_\pi|<V_\sigma/2$, the condition found before. Under it,

$$D=-2\zeta-2E_g=V_\sigma+V_\pi-\tfrac32\zeta+Q .$$

**Weights.** The derivative of an eigenvalue with respect to a diagonal element is the weight of that basis function. Differentiating $E_g$ with respect to the σ element gives the σ weight

$$w=\frac12\Big[1+\frac{\Delta-\zeta/2}Q\Big].$$

The derivative with respect to $\zeta$ is the mean of $\mathbf l\cdot\mathbf s$. If $P$ is the p3/2 weight, this mean is $-(1-P)+P/2=-1+\tfrac32P$. Therefore

$$-1+\tfrac32P=-\frac14-\frac{9\zeta/2-\Delta}{4Q},\qquad P=\frac12\Big[1-\frac{3\zeta/2-\Delta/3}Q\Big].$$

At $\zeta=0$, $w=1$ and $P=2/3$: a σ orbital is two thirds p3/2. For $\zeta\to\infty$, $w\to1/3$ and $P\to0$.

**Gain and cost.** The energy per electron is the coupling energy plus $\zeta(-1+\tfrac32P)$. Inserting this in the definition of $D$ cancels the atomic reference $-2\zeta$ and leaves

$$D=\underbrace{2[wV_\sigma+(1-w)V_\pi]}_{\text{coupling gain}}-\underbrace{3\zeta P}_{\text{promotion cost}} .$$

The cost is the atomic splitting $3\zeta/2$ times $P$, for two electrons.

## Weighing the contributions against spin-orbit strength

At $\zeta=2$ eV the arithmetic is short. Here $\Delta=2$ eV, so $Q=\sqrt{4-4+9}=3$ eV and $D=1.6-0.4-3+3=1.2$ eV. The weights are $w=\tfrac12(1+\tfrac13)=0.667$ and $P=\tfrac12(1-2.333/3)=0.111$. The gain is $2(1.067-0.133)=1.87$ eV and the cost is $6\times0.111=0.67$ eV.

| $\zeta$ / eV | $D$ / eV | $w$ | gain / eV | cost / eV |
|---|---|---|---|---|
| 0 | 3.20 | 1.00 | 3.20 | 0 |
| 0.5 | 2.34 | 0.96 | 3.05 | 0.72 |
| 1 | 1.76 | 0.86 | 2.66 | 0.89 |
| 2 | 1.20 | 0.67 | 1.87 | 0.67 |
| 4 | 0.86 | 0.50 | 1.20 | 0.34 |
| 8 | 0.69 | 0.41 | 0.85 | 0.16 |

The closed formulas for $D$, $w$ and $P$ were tested against diagonalization of the full twelve-state matrix, and the numerically computed gain minus $3\zeta P$ was checked to equal $D$. The numerical output gives further digits.

The bond weakens for different reasons at the two ends of the table. For small $\zeta$, expand the root to second order:

$$Q\approx\Delta-\frac\zeta2+\frac{\zeta^2}\Delta,\qquad D\approx2V_\sigma-2\zeta+\frac{\zeta^2}\Delta .$$

The σ bond is still nearly intact. The loss $2\zeta$ arises because each free atom is stabilized by $\zeta$, while the σ orbital has no first-order spin-orbit energy. At $\zeta=0.5$ eV, the gain has dropped by only 0.15 eV and the cost accounts for 0.72 eV.

For large $\zeta$, take $3\zeta/2$ out of the root and set $y=\Delta/\zeta$:

$$Q=\tfrac32\zeta\sqrt{1-\tfrac49y+\tfrac49y^2}\approx\tfrac32\zeta\Big(1-\tfrac29y+\tfrac{16}{81}y^2\Big).$$

The last coefficient is $\tfrac29-\tfrac2{81}$, from the linear and quadratic terms of the square-root series. Since $V_\sigma+V_\pi-\Delta/3=2t$,

$$D\approx2t+\frac{8\Delta^2}{27\zeta}.$$

The bond is now weak because the spinor is nearly pure p1/2. The same expansion gives $P=(Q-\tfrac32\zeta+\Delta/3)/(2Q)\approx 8\Delta^2/(81\zeta^2)$, so the cost $3\zeta P\approx 8\Delta^2/(27\zeta)$ goes to zero again, as it does at $\zeta=0$. This is why the cost passes through a maximum while $D$ falls throughout. The approach to the limit is slow: at $\zeta=8$ eV the p3/2 weight is below 1 %, yet $D$ is still 0.69 eV against the limit of 0.53 eV. A small p3/2 population does not imply a negligible energy contribution.

That $D$ falls for every $\zeta$ follows from $dD/d\zeta=-\tfrac32+(9\zeta/2-\Delta)/(2Q)$. This is negative if $9\zeta/2-\Delta<3Q$, which holds because $(9\zeta/2-\Delta)^2$ is smaller than $9Q^2$ by $8\Delta^2$.

The strength that halves the bond follows from $D=V_\sigma$, or $Q=\tfrac32\zeta-V_\pi$. Squaring, and cancelling $\tfrac94\zeta^2$, gives $\Delta^2-V_\pi^2=\zeta(\Delta-3V_\pi)$, hence

$$\zeta_{1/2}=\frac{V_\sigma(V_\sigma-2V_\pi)}{V_\sigma-4V_\pi}=\frac{1.6\times2.4}{3.2}\ \text{eV}=1.2\ \text{eV}.$$

The atomic splitting is then 1.8 eV, comparable to $V_\sigma$. Over the whole range $D$ drops from 3.20 eV (0.118 hartree) to 0.53 eV (0.020 hartree).

## Consequences for the calculation

First-order correction of scalar orbitals, with both electrons kept in the σ orbital, gives $D=2V_\sigma-2\zeta$. (The σ level is the lowest first-order level up to $\zeta=2(V_\sigma+V_\pi)=2.4$ eV, where the π bonding level at $V_\pi-\zeta/2$ crosses it.) At $\zeta=1$ eV this gives 1.2 eV instead of 1.76 eV; at $\zeta=2$ eV it gives $-0.8$ eV instead of $+1.2$ eV. The error comes from holding the σ orbital fixed while the atoms take their full spin-orbit stabilization.

The second-order term $\zeta^2/\Delta$ of the σ level repairs most of this error: for the present parameters it stays within 0.09 eV of the full solution up to $\zeta=\Delta$ (at $\zeta=1.5$ eV, 1.33 against 1.41 eV). This agreement does not signal convergence. The roots of $\Delta^2-\Delta\zeta+\tfrac94\zeta^2$ are a complex pair of modulus $2\Delta/3$, so the series in $\zeta$ converges only below $2\Delta/3=1.33$ eV, and adding the third-order term $\zeta^3/(2\Delta^2)$ gives 2.2 eV at $\zeta=2$ eV. At $\zeta=2$ eV second order reproduces 1.2 eV, because squaring its expression for $Q$ leaves an error $\zeta^4/\Delta^2-\zeta^3/\Delta$, which vanishes at $\zeta=\Delta$. At $\zeta=4$ eV it gives $3.2-8+8=3.2$ eV, against 0.86 eV from the full solution.

Within this model, first order therefore fails once $\zeta$ is no longer small compared with $\Delta$, second order deteriorates quickly above $\Delta$ (for the present parameters its error is 0.26 eV at $\zeta=2.5$ eV and 0.73 eV at 3 eV), and beyond $2\Delta/3$ higher orders do not converge, so the mixing of orbitals by spin-orbit coupling is then to be obtained by diagonalization. Because $h$ is fixed here, diagonalizing the coupling among the scalar orbitals already gives the full solution; whether the coupling must also enter the self-consistent field is not decided by this model. The basis must also let p1/2 and p3/2 mix freely, since that mixing supplies the repair. In a real atom their radial functions differ. The averaging rule still holds within the p1/2 shell for the spin-free part of the coupling (not for the two-centre spin-orbit part), with $V_\sigma$ and $V_\pi$ evaluated from its own radial function, but the couplings to p3/2 change and the closed formula for $D$ becomes approximate. Both couplings also vary with distance, so the balance between dilution, opposition and promotion has to be weighed anew at each geometry.

## Computed values

```
Model: V_sigma = 1.60 eV, V_pi = -0.40 eV
p1/2 sigma weight 0.3333, pi weight 0.6667
p1/2 coupling t = 0.2667 eV
Energies in eV; weights are fractions
  zeta  splitting     D   sigma   p3/2    gain    cost
  0.00    0.000   3.2000  1.0000  0.6667  3.2000  0.0000
  0.25    0.375   2.7330  0.9913  0.5764  3.1654  0.4323
  0.50    0.750   2.3375  0.9636  0.4779  3.0543  0.7169
  1.00    1.500   1.7616  0.8638  0.2979  2.6552  0.8937
  2.00    3.000   1.2000  0.6667  0.1111  1.8667  0.6667
  4.00    6.000   0.8569  0.5000  0.0286  1.2000  0.3431
  8.00   12.000   0.6891  0.4130  0.0068  0.8518  0.1627
D at zeta = 0: 3.2000 eV = 0.11760 hartree
D limit 2t: 0.5333 eV = 0.01960 hartree
Ratio of limit to D at zeta = 0: 0.1667
D halved at zeta = 1.2000 eV, splitting 1.8000 eV
Strong coupling, zeta = 100000 eV, V_sigma = 1.60 eV
|V_pi|/V_sigma   D (eV)   D/(2 V_sigma)   weight of A-B
    0.00         1.0667       0.3333            1.000
    0.25         0.5333       0.1667            1.000
    0.50         0.0000       0.0000       degenerate
    0.60         0.2134       0.0667            0.000
Gaussian p shells: exponent 0.15 bohr^-2, distance 3.0 angstrom
Overlap pz-pz: -0.3430
Overlap px-px: 0.0898
Overlap p1/2-p1/2: -0.0545
Size ratio p1/2 to pz: 0.1589
```
